# Equilibrium Pressure of AlCl over Liquid Aluminium

## Problem

Aluminium trichloride vapour is passed over liquid aluminium and forms the monochloride,

$$\mathrm{AlCl_3(g)+2\,Al(l)\rightleftharpoons 3\,AlCl(g)} .$$

At the working temperature, roughly 1300 K, the equilibrium constant is $K_p=0.01\ \mathrm{bar^2}$. The total pressure is held at $P=1$ bar. The gas is ideal and contains no species other than AlCl₃ and AlCl. The liquid is pure aluminium and is present in excess.

(a) What is the partial pressure of AlCl at equilibrium?

(b) If the feed is pure AlCl₃, what fraction of it has reacted?

(c) How does the AlCl pressure respond to temperature, to total pressure and to an inert gas in the feed?

Below, $p_1$ is the partial pressure of AlCl and $p_3$ that of AlCl₃.

## A tempting solution

The liquid does not enter the equilibrium quotient, so

$$K_p=\frac{p_1^3}{p_3}.$$

The trichloride is supplied at 1 bar, and the small constant says that little of it reacts. Setting $p_3=1$ bar gives

$$p_1=(K_p\,p_3)^{1/3}=(0.01)^{1/3}\ \mathrm{bar}=0.215\ \mathrm{bar}.$$

The product makes up about 22 % of a pressure of 1 bar, so about 22 % of the trichloride has reacted.

## Where it fails

The equilibrium quotient is right. The first fault is the value put into it. The quotient contains the pressure of AlCl₃ in the final mixture, whereas 1 bar is the pressure of the feed and also the total pressure of the mixture. With $p_3=1$ bar and $p_1=0.215$ bar the total would be 1.215 bar, which contradicts the stated condition. The number 0.215 bar answers a different question, in which AlCl₃ itself is held at 1 bar.

The second fault is to read a pressure fraction as a conversion. Each AlCl₃ that reacts yields three AlCl, and the amount of gas grows. The share of AlCl in the gas is therefore not the share of AlCl₃ consumed.

## Solution

### The equilibrium condition

Start from 1 mol of AlCl₃ and let the reaction proceed by an extent $\xi$, in moles of reaction as written. The gas then contains

$$n_1=3\xi,\qquad n_3=1-\xi,\qquad n_1+n_3=1+2\xi ,$$

where $n_1$ and $n_3$ are the amounts of AlCl and AlCl₃ in moles, and the liquid has lost $2\xi$ mol of aluminium. At fixed temperature and total pressure, equilibrium is the minimum of the Gibbs energy $G$. For an ideal gas the chemical potentials are

$$\mu_i=\mu_i^\circ+RT\ln\frac{p_i}{p^\circ},\qquad p^\circ=1\ \mathrm{bar},$$

while the pure liquid at 1 bar has the constant value $\mu_{\rm Al}^\circ$. Differentiating $G=n_1\mu_1+n_3\mu_3+n_{\rm Al}\mu_{\rm Al}^\circ$ gives

$$\frac{dG}{d\xi}=3\mu_1-\mu_3-2\mu_{\rm Al}^\circ+n_1\frac{d\mu_1}{d\xi}+n_3\frac{d\mu_3}{d\xi}.$$

The last two terms cancel. Since $d\mu_i=RT\,dp_i/p_i$, and $n_i/p_i=(n_1+n_3)/P$ for both gases,

$$n_1\,d\mu_1+n_3\,d\mu_3=RT\,\frac{n_1+n_3}{P}\,(dp_1+dp_3)=0,$$

because $p_1+p_3=P$ is fixed. With $\Delta G^\circ=3\mu_1^\circ-\mu_3^\circ-2\mu_{\rm Al}^\circ$, the condition $dG/d\xi=0$ becomes

$$\Delta G^\circ+RT\ln\frac{(p_1/p^\circ)^3}{p_3/p^\circ}=0 .$$

Hence

$$\frac{p_1^3}{p_3}=K_p,\qquad K_p=(p^\circ)^2\,e^{-\Delta G^\circ/RT}.$$

The unit bar² reflects the gain of two moles of gas per reaction. At 1300 K the given constant corresponds to $\Delta G^\circ=-RT\ln 0.01=49.8$ kJ/mol.

### (a) The AlCl pressure

The total pressure supplies the second equation, $p_3=P-p_1$. Inserting it and multiplying out,

$$p_1^3=K_p(P-p_1)\quad\Longrightarrow\quad p_1^3+K_p\,p_1-K_pP=0 .$$

For positive $K_p$ and $P$, the left side increases with $p_1$, since its derivative $3p_1^2+K_p$ is positive. It equals $-K_pP<0$ at $p_1=0$ and $P^3>0$ at $p_1=P$. One root therefore lies in the physical range.

For the given numbers write $p_1=x$ bar:

$$x^3+\frac{x}{100}-\frac{1}{100}=\left(x-\frac15\right)\left(x^2+\frac{x}{5}+\frac1{20}\right)=0 .$$

Expanding the product confirms this: the $x^2$ terms cancel, the coefficient of $x$ is $1/20-1/25=1/100$, and the constant is $-1/100$. The quadratic factor has discriminant $1/25-4/20=-0.16$ and so no real root. Therefore

$$p_1=0.20\ \mathrm{bar}\;(150\ \mathrm{Torr}),\qquad p_3=0.80\ \mathrm{bar}.$$

Substitution returns the constant: $0.20^3/0.80=0.008/0.80=0.01$. A numerical minimisation of $G$ over $\xi$, which does not use the cubic, also gives 0.200000 bar.

The tempting value is 7.7 % too high relative to this result. It is the leading term for small conversion. Writing $p_0=(K_pP)^{1/3}$, the cubic reads

$$p_1=p_0\left(1-\frac{p_1}{P}\right)^{1/3}\approx p_0\left(1-\frac{p_0}{3P}\right),$$

where the cube root was expanded to first order and $p_1$ replaced by $p_0$ in the small term. This gives $0.2154\times(1-0.0718)=0.200$ bar. The shortcut is good when $p_0\ll P$, that is, when $K_p\ll P^2$. In the opposite limit, $K_p\gg P^2$, the gas is nearly all AlCl: $p_1\approx P$ and $p_3\approx P^3/K_p$.

### (b) The conversion

Partial pressures are proportional to amounts, so

$$\frac{p_1}{P}=\frac{3\xi}{1+2\xi}.$$

Multiplying by $P(1+2\xi)$ and collecting the terms in $\xi$,

$$p_1=\xi\,(3P-2p_1)\quad\Longrightarrow\quad \xi=\frac{p_1}{3P-2p_1}=\frac{0.20}{2.60}=\frac1{13}=0.077 ,$$

with $\xi$ in moles per mole of feed. Thus 7.7 % of the AlCl₃ has reacted, not 20 % or 22 %. Per mole of AlCl₃ fed, the gas takes up 0.154 mol of aluminium from the liquid and contains 0.231 mol of AlCl. The total amount of gas is 1.154 mol, and $0.231/1.154=0.20$, as required.

The conversion depends on the feed, but the equilibrium pressure does not, as long as the gas contains just these two species and liquid aluminium remains. The two equations that determine $p_1$ make no reference to the initial amounts. Take a feed of 1 mol AlCl₃ and 0.5 mol AlCl. The requirement that AlCl make up 20 % of the gas is

$$0.5+3\xi=0.20\,(1.5+2\xi)\quad\Longrightarrow\quad 2.6\,\xi=-0.2,\qquad \xi=-0.077 .$$

This gas is too rich in AlCl. It deposits aluminium until the AlCl pressure has fallen to 0.20 bar. Minimising $G$ for this feed gives the same pressure and extent. For a pure AlCl₃ feed the approach is from below, because $3\xi/(1+2\xi)$ increases with $\xi$. If contact with the metal is too short for equilibrium, the AlCl pressure then remains below 0.20 bar.

### (c) Temperature, pressure and inert gas

**Temperature.** Take the logarithm of the equilibrium condition, with pressures in bar:

$$3\ln p_1-\ln(P-p_1)=\ln K_p .$$

At fixed $P$, differentiation gives

$$\left(\frac{3}{p_1}+\frac{1}{P-p_1}\right)dp_1=d\ln K_p .$$

Since $dp_1=p_1\,d\ln p_1$,

$$\frac{d\ln p_1}{d\ln K_p}=\frac{1}{3+p_1/(P-p_1)}=\frac1{3.25}=0.308 .$$

The 3 comes from the three AlCl molecules. The additional 0.25 appears because a gain in AlCl lowers the AlCl₃ pressure when the total is fixed.

The van 't Hoff equation, $d\ln K_p/dT=\Delta H/(RT^2)$, then gives the temperature response. With a rough reaction enthalpy $\Delta H=390$ kJ/mol,

$$\frac{d\ln p_1}{dT}=0.308\,\frac{\Delta H}{RT^2}=0.85\ \%\ \text{per kelvin}.$$

The reaction is endothermic, so heating favours AlCl. With $\Delta H$ and $P$ held constant, a temperature 10 K lower gives 0.183 bar and one 10 K higher gives 0.218 bar.

**Total pressure.** At fixed temperature $K_p$ is constant, and differentiating $p_1^3=K_p(P-p_1)$ gives

$$3p_1^2\,dp_1=K_p\,(dP-dp_1)\quad\Longrightarrow\quad
\frac{dp_1}{dP}=\frac{K_p}{3p_1^2+K_p}=\frac{0.01}{0.13}=0.077 .$$

This equals the conversion in (b), and not by accident. Substituting $K_p=p_1^3/p_3$ and cancelling $p_1^2$ turns the derivative into $p_1/(3p_3+p_1)=p_1/(3P-2p_1)$, which is $\xi$ per mole of pure AlCl₃ feed.

The AlCl pressure thus rises with total pressure, but its share of the gas falls. To see this, set $u=p_1/P$ in the equilibrium condition:

$$\frac{u^3}{1-u}=\frac{K_p}{P^2}.$$

The left side increases with $u$, so lowering $P$ must increase $u$. At $P=0.10$ bar and the same temperature, $p_1$ is only 0.068 bar, but AlCl makes up 68 % of the gas. The conversion is then $0.0682/(0.300-0.1364)=0.42$. Low pressure helps to convert the feed, while a higher total pressure gives a higher AlCl partial pressure.

**Inert gas.** Let the feed contain $r$ mol of inert gas per mole of AlCl₃. Chlorine is conserved, so the amount of AlCl₃ originally fed is $n_3+n_1/3$. The inert gas therefore has partial pressure $r(p_3+p_1/3)$, and the pressure balance becomes

$$p_1+p_3+r\left(p_3+\frac{p_1}{3}\right)=P,\qquad p_3=\frac{p_1^3}{K_p}.$$

For $r=1$ and $P=1$ bar the solution is $p_1=0.158$ bar. The extent rises from 0.077 to 0.118 mol per mole of AlCl₃, because dilution favours the side with more gas molecules. The result 0.20 bar consequently requires that the two chlorides alone make up the total pressure of 1 bar.

## How far the two-species gas can be trusted

The reaction is the basis of subhalide transport of aluminium: AlCl forms over hot metal and returns aluminium and AlCl₃ in a cooler zone. The temperature and enthalpy used here are rough typical values, and $K_p$ is a round number for that regime. Tabulated formation enthalpies with rigid-rotor, harmonic-oscillator thermal terms give $\Delta G^\circ\approx60$ kJ/mol at 1300 K, that is $K_p\approx0.004\ \mathrm{bar^2}$ and $p_1\approx0.15$ bar. On those data $K_p=0.01\ \mathrm{bar^2}$ is reached some 35 K higher. When the process is used to refine an impure metal or alloy, the assumption of pure liquid aluminium is broken. If the aluminium activity is $a$, its chemical potential gains $RT\ln a$, and the equilibrium condition becomes $p_1^3/p_3=K_p a^2$. Near $a=1$, the relative change in $p_1$ is therefore $2\times0.308=0.62$ times that in $a$. An activity 10 % below unity lowers the AlCl pressure by about 6 %.

Other vapour species also take a share of the total pressure. Their sizes at 1300 K can be estimated as follows.

- **The dimer Al₂Cl₆.** A rough dissociation enthalpy of 125 kJ/mol and entropy of 140 J/(mol K) give a constant $p_3^2/p_{\rm dimer}=195$ bar. The dimer pressure is then about $0.796^2/195=0.003$ bar. Because the constant depends exponentially on these rough inputs, only the order of magnitude is meaningful.
- **The radical AlCl₂.** It forms by AlCl + AlCl₃ ⇌ 2 AlCl₂. Frozen-core MP2 in the def2-SVP basis, at rough fixed geometries, gives a reaction energy of 183 kJ/mol; the larger def2-TZVP basis lowers it by about 4 kJ/mol, to 179 kJ/mol. With a rough reaction entropy of 40 J/(mol K), the radical pressure is about 0.001 bar. This energy omits zero-point and thermal contributions and has errors from the small basis and the limited treatment of correlation. Lowering it by an assumed allowance of 30 kJ/mol raises the radical pressure to about 0.004 bar. The JANAF enthalpy of formation of AlCl₂, about −280 kJ/mol, lies far outside this allowance: it implies a reaction enthalpy near 70 kJ/mol, a radical pressure of about 0.09 bar and an AlCl pressure of 0.192 bar. The small estimate therefore rests on the computed energy.
- **Aluminium vapour.** A rough boiling point of 2740 K and heat of vaporisation of 290 kJ/mol give a pressure below $10^{-6}$ bar.

Solving for all these pressures together changes the AlCl pressure from 0.2000 to 0.1997 bar, or to 0.1995 bar with the lowered radical energy. The shift is small because the relation between $p_1$ and $p_3$ is unchanged. To first order, the extra species merely reduce the pressure left for AlCl and AlCl₃. In the first case they take 0.0042 bar, so

$$\delta p_1\approx-0.077\times0.0042\ \mathrm{bar}=-0.0003\ \mathrm{bar}.$$

A temperature error of 10 K has an effect about fifty times larger than this shift, about thirty times larger than the shift with the lowered radical energy, and only about twice the shift that the tabulated AlCl₂ enthalpy would give. Within these estimates, the uncertainty of $K_p$ matters more than the omitted species. It comes from the temperature and also from the thermochemical data: at a fixed 1300 K, an error of 5 kJ/mol in $\Delta G^\circ$ changes the AlCl pressure by about 13 to 15 %. Deviations from ideal-gas behaviour and the rate of reaction are not included in this comparison.

## Table of computed values

```
Kp: 0.0100 bar^2
total pressure: 1.00 bar
AlCl pressure: 0.2000 bar
AlCl pressure, converted: 150.0 Torr
AlCl3 pressure: 0.8000 bar
AlCl pressure from Gibbs minimum: 0.200000 bar
discriminant of quadratic factor: -0.160 bar^2
extent per mol AlCl3 fed: 0.07692 mol
Al taken up per mol AlCl3 fed: 0.15385 mol
AlCl formed per mol AlCl3 fed: 0.23077 mol
AlCl pressure, feed 1 AlCl3 + 0.5 AlCl: 0.2000 bar
extent for that mixed feed: -0.07692 mol
shortcut cube-root pressure: 0.2154 bar
shortcut error: 7.7 %
lower total pressure: 0.10 bar
AlCl pressure there: 0.0682 bar
AlCl percentage there: 68.2 %
AlCl pressure, 1 mol inert per mol AlCl3: 0.1580 bar
extent with that inert gas: 0.11776 mol
d ln p1 / d ln Kp: 0.3077 (no unit)
d p1 / d P: 0.0769 (no unit)
rough temperature: 1300 K
rough reaction enthalpy: 390 kJ/mol
standard reaction Gibbs energy: 49.78 kJ/mol
relative rise of p1 per kelvin: 0.854 %/K
AlCl pressure 10 K cooler: 0.1834 bar
AlCl pressure 10 K hotter: 0.2176 bar
bond length used, AlCl: 2.13 angstrom
bond length used, AlCl2: 2.10 angstrom
bond angle used, AlCl2: 119 degrees
bond length used, AlCl3: 2.07 angstrom
MP2 energy, AlCl + AlCl3 to 2 AlCl2: 183.2 kJ/mol
rough entropy of that reaction: 40 J/(mol K)
energy allowance: 30 kJ/mol
rough dimer dissociation enthalpy: 125 kJ/mol
rough dimer dissociation entropy: 140 J/(mol K)
dimer dissociation constant: 195 bar
rough Al boiling point: 2740 K
rough Al heat of vaporisation: 290 kJ/mol
Al vapour pressure: 7.6e-07 bar
AlCl2 pressure, full vapour: 9.23e-04 bar
Al2Cl6 pressure, full vapour: 3.25e-03 bar
AlCl3 pressure, full vapour: 0.7961 bar
AlCl pressure, full vapour: 0.19968 bar
first-order shift of AlCl pressure: -3.2e-04 bar
AlCl2 pressure, lowered energy: 3.69e-03 bar
AlCl pressure, lowered energy: 0.19947 bar
```
